**Swing of a transistor with a p-doped graphene source**

The program examines the swing ratio R(u) = (u − 1 + 2e^(−u))/u, where u = (E_D − E_b)/kT, E_D is the graphene Dirac point, E_b is the top of the channel barrier, and R is the swing divided by the thermionic limit (kT/q) ln 10. It asserts that this formula agrees with finite differences of the numerically integrated current, and that a numerical search finds the predicted minimum. It also asserts that the tight-binding density of states and mode count of graphene are linear to within 2% at the sampled energies, and that the Landauer current agrees with a direct sum of flux over k-space to within 1%. Further assertions show that a transmission moving rigidly with the barrier leaves the limit unchanged, that an n-doped source raises the swing, and that a poorly transmitting channel brings it back close to the limit. At 300 K the output gives a lowest swing of 37.3 mV/decade against a limit of 59.5, and an average of 43.2 mV/decade over about three decades of current. It also sizes the effects of charge puddles, channel scattering, gate drag on the Dirac point, tunnelling, interface traps and temperature. Energy relaxation between source and barrier is not modelled.

## Verification by program

```python
# Result under test: a p-doped graphene source, whose mode count falls linearly
# towards its Dirac point, gives over-the-barrier current with swing ratio
#   R(u) = (u - 1 + 2 exp(-u)) / u,   u = (E_D - E_b)/kT > 0,
# relative to the thermionic limit (kT/q) ln 10.
# E_D: Dirac point, E_b: top of channel barrier, both in eV from the source
# Fermi level; g(E) = |E_D - E|: source factor; lengths in nm.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erf, expit, lambertw

q = const.e
T = 300.0
kT = const.k * T / q
v_fermi = 1.0e6
hbar_v = const.hbar * v_fermi / q * 1e9            # eV nm
E_D = 0.25
limit = kT * np.log(10) * 1e3                      # mV per decade
G0 = 2 * q**2 / const.h                            # siemens


def boltzmann(E):
    return np.exp(-E / kT)


def fermi(E):
    return expit(-E / kT)


def integral_above(func, E_b, kink):
    """Integral of func from E_b upward, split at the kink of g."""
    top = max(E_b, kink) + 40 * kT
    edges = [E_b] + ([kink] if kink > E_b else [])
    edges += [max(E_b, kink) + 6 * kT, top]
    return sum(quad(func, a, b, epsabs=0, epsrel=1e-11, limit=200)[0]
               for a, b in zip(edges[:-1], edges[1:]))


def source_integral(E_b, occupation=boltzmann, dirac=E_D):
    return integral_above(lambda E: abs(dirac - E) * occupation(E), E_b, dirac)


def numeric_ratio(current, E_b, step=2e-5):
    """Swing over thermionic limit, from the definition by differences."""
    slope = (np.log(current(E_b + step)) - np.log(current(E_b - step))) / (2 * step)
    return -1 / (kT * slope)


def F(u):
    return u - 1 + 2 * np.exp(-u)


def R(u):
    return F(u) / u


# --- graphene band: linear density of states and linear mode count ---
a_cc = 0.142
hopping = hbar_v / (1.5 * a_cc)
k_corner = 4 * np.pi / (3 * np.sqrt(3) * a_cc)
angles = np.linspace(0, 2 * np.pi, 240, endpoint=False)


def band_energy(kx, ky):
    return hopping * abs(np.exp(1j * kx * a_cc) + 2 * np.exp(-0.5j * kx * a_cc)
                         * np.cos(np.sqrt(3) * ky * a_cc / 2))


def contour(energy):
    return np.array([brentq(lambda r: band_energy(r * np.cos(t),
                     k_corner + r * np.sin(t)) - energy, 0, 3 * energy / hbar_v)
                     for t in angles])


dos_error = mode_error = 0.0
for energy in (0.05, 0.15, 0.25):
    area = [0.5 * np.mean(contour(energy + d)**2) * 2 * np.pi for d in (-0.005, 0.005)]
    dos = 4 / (4 * np.pi**2) * (area[1] - area[0]) / 0.01
    dos_error = max(dos_error, abs(dos / (2 * energy / (np.pi * hbar_v**2)) - 1))
    ky = contour(energy) * np.sin(angles)
    modes = 2 * (ky.max() - ky.min()) / (2 * np.pi)
    mode_error = max(mode_error, abs(modes / (2 * energy / (np.pi * hbar_v)) - 1))
assert dos_error < 0.02 and mode_error < 0.02      # band warping at 0.25 eV

# --- Landauer current per width against a direct sum over k-space flux ---
def current_density(E_b, occupation=fermi):        # microampere per micrometre
    return G0 * 2 / (np.pi * hbar_v) * source_integral(E_b, occupation) * 1e9


k_max = 18 * kT / hbar_v
dk = k_max / 1000
kx, ky = np.meshgrid((np.arange(1000) + 0.5) * dk, (np.arange(1000) + 0.5) * dk)
k_abs = np.hypot(kx, ky)
lower, upper = E_D - hbar_v * k_abs, E_D + hbar_v * k_abs
occupied = np.where(lower > 0.10, fermi(lower), 0.0) + fermi(upper)
flux = 4 / (4 * np.pi**2) * 2 * np.sum(kx / k_abs * occupied) * dk**2  # nm^-2
flux_current = q * v_fermi * flux * 1e18           # A/m = microampere/micrometre
assert abs(flux_current / current_density(0.10) - 1) < 0.01   # jagged grid edge

# --- closed form of the swing, below and above the Dirac point ---
for u in (0.3, np.log(2), 1.0, 1.7, 3.0, 6.0):
    assert abs(numeric_ratio(source_integral, E_D - u * kT) - R(u)) < 1e-4
for v in (0.5, 2.0, 5.0):
    assert abs(numeric_ratio(source_integral, E_D + v * kT) - (1 + 1 / v)) < 1e-4
n_doped = numeric_ratio(lambda E: source_integral(E, dirac=-E_D), 0.10)
assert abs(n_doped - (1 + kT / (0.10 + E_D))) < 1e-4 and n_doped > 1

# --- best point: numerical search against the closed condition ---
u_best = float(np.real(-1 - lambertw(-1 / (2 * np.e), -1)))
found = minimize_scalar(lambda u: numeric_ratio(source_integral, E_D - u * kT),
                        bounds=(0.5, 6), method='bounded')
assert abs(found.x - u_best) < 1e-2
assert abs(found.fun - u_best / (u_best + 1)) < 1e-5
R_best = found.fun
E_best = E_D - u_best * kT

# --- lower cone alone: swing falls towards zero at the Dirac point ---
def lower_cone_only(E_b):
    return quad(lambda E: (E_D - E) * boltzmann(E), E_b, E_D, epsabs=0, epsrel=1e-11)[0]


for u in (0.1, 1.0, u_best):
    assert abs(numeric_ratio(lower_cone_only, E_D - u * kT)
               - (u - 1 + np.exp(-u)) / u) < 1e-4
cone_best = numeric_ratio(lower_cone_only, E_best)
cone_near = numeric_ratio(lower_cone_only, E_D - 0.1 * kT)

# --- rigid channel factor leaves the limit; source factor changes it ---
def channel_factor(x):
    return x / (x + kT)


def rigid_only(E_b):
    return integral_above(lambda E: channel_factor(E - E_b) * boltzmann(E), E_b, E_D)


def with_source(E_b):
    return integral_above(lambda E: abs(E_D - E) * channel_factor(E - E_b)
                          * boltzmann(E), E_b, E_D)


rigid_ratio = numeric_ratio(rigid_only, 0.12)
assert abs(rigid_ratio - 1) < 1e-5
mean_slope = integral_above(lambda E: np.sign(E - E_D) * channel_factor(E - 0.12)
                            * boltzmann(E), 0.12, E_D) / with_source(0.12)
product_ratio = numeric_ratio(with_source, 0.12)
assert abs(product_ratio - 1 / (1 - kT * mean_slope)) < 1e-4 and product_ratio < 1

# --- gate also drags the Dirac point by a fraction of the barrier shift ---
def dragged(fraction):
    return numeric_ratio(lambda E: source_integral(
        E, dirac=E_D + fraction * (E - E_best)), E_best)


for fraction in (0.2, 0.5, 1.0):
    predicted = 1 / (1 + (1 - fraction) * (1 - 2 * np.exp(-u_best)) / F(u_best))
    assert abs(dragged(fraction) - predicted) < 1e-4

# --- finite channel modes: smaller of source and channel counts ---
mass = 0.5
hbar2_2m = const.hbar**2 / (2 * mass * const.m_e) / q * 1e18   # eV nm^2
k_channel = np.sqrt(kT / hbar2_2m)                 # nm^-1 at kT above the edge
mode_richness = k_channel / (kT / hbar_v)
s = np.linspace(0, np.sqrt(30), 20001)
u_grid = np.arange(0.5, 6.0, 0.05)


def best_with_channel(transmission):
    logs = []
    for u in u_grid:
        count = np.minimum(abs(u - s**2), transmission * mode_richness * s)
        y = count * np.exp(-s**2) * 2 * s
        logs.append(np.log(np.sum((y[1:] + y[:-1]) / 2) * (s[1] - s[0])) + u)
    return (1 / np.gradient(np.array(logs), u_grid))[1:-1].min()


channel_best = {t: best_with_channel(t) for t in (1.0, 0.1, 0.01, 0.001)}
assert abs(channel_best[1.0] - R_best) < 0.05
assert channel_best[0.001] > 0.95
assert channel_best[1.0] < channel_best[0.1] < channel_best[0.001]

# --- charge puddles: Gaussian spread of the Dirac point ---
def puddle_ratio(E_b, sigma):
    def g_mean(E):
        m = E_D - E
        return (sigma * np.sqrt(2 / np.pi) * np.exp(-m**2 / (2 * sigma**2))
                + m * erf(m / (sigma * np.sqrt(2))))
    total = integral_above(lambda E: g_mean(E) * np.exp(-(E - E_b) / kT), E_b, E_D)
    return total / (kT * g_mean(E_b))


assert abs(puddle_ratio(E_best, 1e-4) - R_best) < 1e-3
puddles = {}
for sigma in (0.010, 0.025, 0.050):
    grid = np.linspace(0.05, 0.25, 201)
    values = [puddle_ratio(E, sigma) for E in grid]
    puddles[sigma] = (min(values), grid[int(np.argmin(values))])

# --- tunnelling through a rectangular barrier, relative to flow over it ---
def tunnel_share(length):
    def integrand(r):                              # r^2 = depth below the top
        E = E_best - r * r
        return (2 * r * abs(E_D - E) * fermi(E)
                * np.exp(-2 * length * r / np.sqrt(hbar2_2m)))
    return (quad(integrand, 0, np.sqrt(E_best + 0.3), epsabs=0, limit=200)[0]
            / source_integral(E_best, fermi))


# --- average over the useful window, with full Fermi occupation ---
E_start, E_end = 0.10, E_D - kT * np.log(2)
I_start, I_end = current_density(E_start), current_density(E_end)
decades = np.log10(I_start / I_end)
average = (E_end - E_start) / decades * 1e3
assert average < limit
fermi_start = numeric_ratio(lambda E: source_integral(E, fermi), E_start)
C_ox = 3.9 * const.epsilon_0 / 1e-9 * 100          # microfarad per cm^2
C_trap = q * 1e12 * 1e6

print(f"temperature {T:.0f} K, kT = {kT*1e3:.2f} meV")
print(f"thermionic limit = {limit:.2f} mV/decade")
print(f"graphene speed = {v_fermi:.1e} m/s, hbar*v = {hbar_v:.4f} eV nm")
print(f"Dirac point above Fermi level = {E_D:.2f} eV")
print(f"hole density (zero-temperature) = {E_D**2/(np.pi*hbar_v**2)*1e14:.2e} cm^-2")
print(f"largest DOS deviation from linear to 0.25 eV = {dos_error*100:.2f} %")
print(f"largest mode-count deviation from linear = {mode_error*100:.2f} %")
print(f"current prefactor = {G0*2/(np.pi*hbar_v)*kT**2*1e9:.2f} uA/um")
print(f"best u = {u_best:.4f}, best swing ratio = {R_best:.4f}")
print(f"best swing = {R_best*limit:.2f} mV/decade at E_b = {E_best:.4f} eV")
print(f"upper edge of useful window: u = ln 2 = {np.log(2):.4f}, E_b = {E_end:.4f} eV")
print("E_b (eV), u, current (uA/um), local swing (mV/decade), Fermi occupation:")
for E in (0.05, 0.10, 0.15, E_best, E_end, 0.30):
    local = numeric_ratio(lambda x: source_integral(x, fermi), E) * limit
    print(f"  {E:.4f}  {(E_D-E)/kT:6.3f}  {current_density(E):.3e}  {local:.2f}")
print(f"window {E_start:.2f} to {E_end:.4f} eV: {decades:.3f} decades")
print(f"average swing in window = {average:.2f} mV/decade")
print(f"gate voltage for window = {(E_end-E_start)*1e3:.1f} mV")
print(f"same decades at the thermionic limit = {decades*limit:.1f} mV")
print(f"swing at 0.10 eV: Boltzmann {R((E_D-0.10)/kT)*limit:.2f}, "
      f"Fermi {fermi_start*limit:.2f} mV/decade")
print(f"n-doped source (E_D = -0.25 eV), E_b = 0.10 eV: {n_doped*limit:.2f} mV/decade")
print(f"rigid channel factor only, E_b = 0.12 eV: {rigid_ratio*limit:.2f} mV/decade")
print(f"channel factor times source factor, same E_b: {product_ratio*limit:.2f} mV/decade")
print(f"lower cone alone at best u: {cone_best*limit:.2f} mV/decade")
print(f"lower cone alone at u = 0.1: {cone_near*limit:.2f} mV/decade")
for fraction in (0.2, 0.5, 1.0):
    print(f"gate drags Dirac point by {fraction:.1f} of barrier shift, best E_b: "
          f"{dragged(fraction)*limit:.2f} mV/decade")
print(f"channel mass = {mass} m_e, channel k at kT = {k_channel:.3f} nm^-1")
print(f"source k at kT from Dirac point = {kT/hbar_v:.4f} nm^-1, ratio {mode_richness:.2f}")
for t, value in channel_best.items():
    print(f"channel transmission {t:g}: lowest swing {value*limit:.1f} mV/decade")
for sigma, (value, place) in puddles.items():
    print(f"puddle spread {sigma*1e3:.0f} meV: lowest swing {value*limit:.2f} mV/decade "
          f"at E_b = {place:.3f} eV")
for length in (20.0, 5.0):
    print(f"tunnel/over-barrier current, {length:.0f} nm channel: {tunnel_share(length):.2e}")
print(f"traps 1e12 cm^-2 eV^-1, 1 nm oxide: swing factor {1+C_trap/C_ox:.3f}, "
      f"best swing {R_best*limit*(1+C_trap/C_ox):.2f} mV/decade")
print(f"drain back-injection factor at 0.5 V = {np.exp(-0.5/kT):.1e}")
print(f"at 358 K: limit {limit*358/T:.2f}, best {R_best*limit*358/T:.2f} mV/decade")
print("OK")
```

Running it gives:

```
temperature 300 K, kT = 25.85 meV
thermionic limit = 59.53 mV/decade
graphene speed = 1.0e+06 m/s, hbar*v = 0.6582 eV nm
Dirac point above Fermi level = 0.25 eV
hole density (zero-temperature) = 4.59e+12 cm^-2
largest DOS deviation from linear to 0.25 eV = 0.22 %
largest mode-count deviation from linear = 0.07 %
current prefactor = 50.08 uA/um
best u = 1.6783, best swing ratio = 0.6266
best swing = 37.30 mV/decade at E_b = 0.2066 eV
upper edge of useful window: u = ln 2 = 0.6931, E_b = 0.2321 eV
E_b (eV), u, current (uA/um), local swing (mV/decade), Fermi occupation:
  0.0500   7.736  4.533e+01  55.14
  0.1000   5.802  4.975e+00  49.79
  0.1500   3.868  4.395e-01  44.84
  0.2066   1.678  1.781e-02  37.31
  0.2321   0.693  4.382e-03  59.53
  0.3000  -1.934  1.341e-03  90.30
window 0.10 to 0.2321 eV: 3.055 decades
average swing in window = 43.23 mV/decade
gate voltage for window = 132.1 mV
same decades at the thermionic limit = 181.9 mV
swing at 0.10 eV: Boltzmann 49.33, Fermi 49.79 mV/decade
n-doped source (E_D = -0.25 eV), E_b = 0.10 eV: 63.92 mV/decade
rigid channel factor only, E_b = 0.12 eV: 59.53 mV/decade
channel factor times source factor, same E_b: 46.81 mV/decade
lower cone alone at best u: 30.68 mV/decade
lower cone alone at u = 0.1: 2.88 mV/decade
gate drags Dirac point by 0.2 of barrier shift, best E_b: 40.31 mV/decade
gate drags Dirac point by 0.5 of barrier shift, best E_b: 45.86 mV/decade
gate drags Dirac point by 1.0 of barrier shift, best E_b: 59.53 mV/decade
channel mass = 0.5 m_e, channel k at kT = 0.582 nm^-1
source k at kT from Dirac point = 0.0393 nm^-1, ratio 14.83
channel transmission 1: lowest swing 37.5 mV/decade
channel transmission 0.1: lowest swing 46.7 mV/decade
channel transmission 0.01: lowest swing 58.2 mV/decade
channel transmission 0.001: lowest swing 59.4 mV/decade
puddle spread 10 meV: lowest swing 38.24 mV/decade at E_b = 0.204 eV
puddle spread 25 meV: lowest swing 41.77 mV/decade at E_b = 0.190 eV
puddle spread 50 meV: lowest swing 46.88 mV/decade at E_b = 0.164 eV
tunnel/over-barrier current, 20 nm channel: 5.99e-03
tunnel/over-barrier current, 5 nm channel: 1.49e-01
traps 1e12 cm^-2 eV^-1, 1 nm oxide: swing factor 1.046, best swing 39.03 mV/decade
drain back-injection factor at 0.5 V = 4.0e-09
at 358 K: limit 71.03, best 44.51 mV/decade
OK
```
